**Muonic lead: finite nucleus, Uehling shift and self-energy**

The program computes the 1s level of a muon of mass $m$ bound to a fixed lead nucleus of charge $Z=82$ and normalised charge density $\rho$. It asserts that the B-spline Dirac solver agrees with the closed point-nucleus formula and, for the Fermi nucleus, with direct integration of the radial equations. The binding falls from $2.100\times10^7$ to $1.051\times10^7$ eV, a ratio of 0.500. The Uehling shift, $-6.69\times10^4$ eV, is asserted to agree between position and momentum space, and with the change in the Dirac level when the Uehling potential $V_U$ is included. The leading-order self-energy estimate is $+3.2\times10^3$ eV; assertions cover its vertex and soft-photon constants, the hydrogen Bethe logarithm and the sum rule for $\langle\nabla^2V\rangle$, where $V$ is the nuclear potential energy. The program also asserts that the Uehling shift exceeds the self-energy estimate more than fivefold; the output gives a ratio of about 21. With muon pairs in place of electron pairs the vacuum shift is $-237$ eV, which is asserted to be smaller in magnitude than the self-energy.

## Program and output

```python
# Muonic lead, one muon and a bare static nucleus. Result under test:
#  (1) the Dirac 1s binding with a Fermi nucleus is about half the point value;
#  (2) the Uehling shift (electron pairs) is much larger than the muon self-energy,
#      E_SE = <lap V>/(3 pi m^2 c^3) * [ln(m c^2/(2 eps)) + 5/6]  (leading order).
# Hartree atomic units inside: m = muon mass, c = 1/alpha, Z = nuclear charge,
# rho = nuclear charge density normalised to 1, eps = Bethe mean excitation energy,
# P, Q = large and small radial functions. Output is in eV and angstrom.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import BSpline, CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq

pc = sc.physical_constants
c = 1 / sc.fine_structure
alpha = sc.fine_structure
m = pc['muon-electron mass ratio'][0]
EV = pc['Hartree energy in eV'][0]
BOHR = pc['Bohr radius'][0]
ANG = BOHR * 1e10
FM = 1e-15 / BOHR
Z, A = 82, 208
pi = np.pi


class Basis:
    """B-splines on geometric knots, with quadrature points r and weights w."""
    def __init__(self, scale, n=90, deg=7, rmin=1e-4, rmax=60.0):
        k = scale * np.concatenate([[0.0], np.geomspace(rmin, rmax, n)])
        t = np.concatenate([[k[0]] * deg, k, [k[-1]] * deg])
        x, g = np.polynomial.legendre.leggauss(12)
        half = np.diff(k)[:, None] / 2
        self.r = (k[:-1, None] + half * (1 + x)).ravel()
        self.w = (half * g).ravel()
        spl = BSpline(t, np.eye(len(t) - deg - 1), deg)
        self.B = spl(self.r)[:, 1:-1]
        dB = spl.derivative()(self.r)[:, 1:-1]
        self.down = dB - self.B / self.r[:, None]   # s states
        self.up = dB + self.B / self.r[:, None]     # p states

    def gram(self, f, weight=1.0):
        return f.T @ (f * (self.w * weight)[:, None])


def dirac_1s(bs, V, mass):
    """Lowest positive-branch level, kinetically balanced basis."""
    small = bs.down / (2 * mass * c)
    S1, S2 = bs.gram(bs.B), bs.gram(small)
    n = len(S1)
    link = 2 * mass * c**2 * S2
    H = np.block([[bs.gram(bs.B, V), link],
                  [link, bs.gram(small, V - 2 * mass * c**2)]])
    O = np.zeros((n, n))
    S = np.block([[S1, O], [O, S2]])
    e, v = eigh(H, S, subset_by_index=[n, n])
    dens = (bs.B @ v[:n, 0])**2 + (small @ v[n:, 0])**2
    return e[0], dens / np.sum(bs.w * dens)


def schrodinger_bethe(bs, V, mass):
    """1s energy and density, Bethe mean energy, and sum of |p|^2 omega."""
    S, VB = bs.gram(bs.B), bs.gram(bs.B, V)
    e0, v0 = eigh(bs.gram(bs.down) / (2 * mass) + VB, S, subset_by_index=[0, 0])
    en, vn = eigh(bs.gram(bs.up) / (2 * mass) + VB, S)
    p = vn.T @ (bs.B.T @ (bs.w * (bs.down @ v0[:, 0])))
    om = en - e0[0]
    total = np.sum(p**2 * om)
    eps = np.exp(np.sum(p**2 * om * np.log(om)) / total)
    return e0[0], (bs.B @ v0[:, 0])**2, eps, total


class FermiNucleus:
    def __init__(self, b, a):
        self.b, self.a, self.end = b, a, b + 35 * a
        self.norm = 1.0
        s = np.linspace(0, self.end, 4001)
        self.norm = CubicSpline(s, 4 * pi * s**2 * self.rho(s)).integrate(0, self.end)
        self.q = CubicSpline(s, 4 * pi * s**2 * self.rho(s)).antiderivative()
        self.o = CubicSpline(s, 4 * pi * s * self.rho(s)).antiderivative()

    def rho(self, r):
        return 1 / (1 + np.exp(np.minimum((r - self.b) / self.a, 600))) / self.norm

    def V(self, r):
        rc = np.minimum(r, self.end)
        return -Z * (self.q(rc) / r + self.o(self.end) - self.o(rc))


# ---------- nucleus ----------
rms = (0.836 * A**(1 / 3) + 0.570) * FM
skin = 2.30 * FM
a = skin / (4 * np.log(3))
b = np.sqrt(5 / 3 * rms**2 - 7 / 3 * pi**2 * a**2)
nuc = FermiNucleus(b, a)
r2 = quad(lambda s: 4 * pi * s**4 * nuc.rho(s) / rms**2, 0, nuc.end,
          points=[b], epsabs=0, epsrel=1e-10)[0]
assert abs(r2 - 1) < 1e-5

# ---------- point and finite-size levels ----------
bs = Basis(1 / (Z * m))
r, w = bs.r, bs.w
E_point = m * c**2 * (np.sqrt(1 - (Z * alpha)**2) - 1)
E_point_num, dens_point = dirac_1s(bs, -Z / r, m)
assert abs(E_point_num / E_point - 1) < 1e-6
V = nuc.V(r)
E_fermi, dens = dirac_1s(bs, V, m)
ratio = E_fermi / E_point
assert 0.45 < ratio < 0.55

V0 = -Z * quad(lambda s: 4 * pi * s * nuc.rho(s) * b, 0, nuc.end,
               points=[b], epsabs=0, epsrel=1e-11)[0] / b


def mismatch(E):
    """Difference of Q/P at r = b from outward and inward integration."""
    def rhs(x, y):
        P, Q, pot, q = y
        return [P / x + (E - pot + 2 * m * c**2) / c * Q,
                -Q / x - (E - pot) / c * P,
                Z * q / x**2, 4 * pi * x**2 * nuc.rho(x)]
    opts = dict(method='DOP853', rtol=1e-10, atol=1e-30)
    x0, x1 = 1e-3 * b, 100 * FM
    d0 = 4 * pi * nuc.rho(0.0)
    start = [x0, -(E - V0) * x0**2 / (3 * c), V0 + Z * d0 * x0**2 / 6, d0 * x0**3 / 3]
    yo = solve_ivp(rhs, (x0, b), start, **opts).y[:, -1]
    lam = np.sqrt(-E * (2 * m + E / c**2))
    start = [1.0, -lam * c / (E + 2 * m * c**2), -Z / x1, 1.0]
    yi = solve_ivp(rhs, (x1, b), start, **opts).y[:, -1]
    return yo[1] / yo[0] - yi[1] / yi[0]


E_shoot = brentq(mismatch, 1.02 * E_fermi, 0.98 * E_fermi, rtol=1e-11)
assert abs(E_shoot / E_fermi - 1) < 1e-6

shrunk = {f: dirac_1s(bs, FermiNucleus(f * b, f * a).V(r), m)[0] for f in (0.5, 0.1, 0.01)}
assert E_fermi > shrunk[0.5] > shrunk[0.1] > shrunk[0.01] > E_point
assert abs(shrunk[0.01] / E_point - 1) < 0.02

R = np.sqrt(5 / 3) * rms
V_sphere = np.where(r < R, -1.5 * Z / R + Z * r**2 / (2 * R**3), -Z / r)
E_sphere = dirac_1s(bs, V_sphere, m)[0]
E_sphere_nr = schrodinger_bethe(bs, V_sphere, m)[0]
E_osc = -1.5 * Z / R + 1.5 * np.sqrt(Z / (m * R**3))
assert E_sphere_nr < E_osc < 0

r_point = np.sum(w * dens_point * r)
r_mean = np.sum(w * dens * r)
inside = np.sum((w * dens)[r < b])
V_mean = np.sum(w * dens * V)

# ---------- Uehling shift, position space ----------
gx, gw = np.polynomial.legendre.leggauss(400)
u, uw = (gx + 1) / 2, gw / 2
th = pi / 2 * u**4
kern = (1 + np.sin(th)**2 / 2) * np.cos(th)**2 * 2 * pi * u**3 * uw
lx = np.linspace(np.log(1e-9), np.log(5.0), 500)
K0 = CubicSpline(lx, np.exp(-np.exp(lx)[:, None] / np.sin(th)) @ kern)
s, sw = nuc.end * u, nuc.end * uw
near = np.maximum(2 * c * np.abs(r[:, None] - s), 1e-9)
far = np.maximum(2 * c * (r[:, None] + s), 1e-9)
fold = (K0(np.log(near)) - K0(np.log(far))) @ (sw * s * nuc.rho(s))
V_U = -2 * alpha**2 * Z / (3 * r) * fold
E_U = np.sum(w * dens * V_U)

# ---------- the same shift, momentum space, any loop mass ----------
qmax = 6 / FM
q, qw = qmax * u**3, qmax * 3 * u**2 * uw
F_nuc = np.sinc(np.outer(q, s) / pi) @ (sw * 4 * pi * s**2 * nuc.rho(s))
F_mu = np.sinc(np.outer(q, r) / pi) @ (w * dens)


def vacuum_shift(loop_mass):
    y = (q / (loop_mass * c))**2
    xx = u * (1 - u)
    Pi = 2 * alpha / pi * (np.log1p(np.outer(y, xx)) @ (uw * xx))
    return -2 * Z / pi * np.sum(qw * F_nuc * F_mu * Pi)


E_U_q = vacuum_shift(1.0)
assert abs(E_U_q / E_U - 1) < 5e-4
E_U_full = dirac_1s(bs, V + V_U, m)[0] - E_fermi
assert abs(E_U_full / E_U - 1) < 0.02

# short-distance logarithm of the Uehling potential and the hand estimate
x = 2e-3
K1 = quad(lambda z: np.exp(-x * np.exp(z)) * (np.exp(-2 * z) + np.exp(-4 * z) / 2)
          * np.sqrt(np.exp(2 * z) - 1) * np.exp(z), 0, np.log(60 / x), limit=300)[0]
assert abs(K1 - (np.log(2 / x) - np.euler_gamma - 5 / 6)) < 0.01
d = Z / abs(V_mean)
log_U = np.log(1 / (c * d)) - np.euler_gamma - 5 / 6
E_U_hand = -2 * alpha * Z / (3 * pi * d) * log_U
assert abs(E_U_hand / E_U - 1) < 0.2

# ---------- self-energy ----------
lam = 1e-4   # photon mass in units of the lepton mass


def slope(z):
    t = np.exp(z)
    D = t**2 + (1 - t) * lam**2
    return t * ((t**3 / 3 + t * (1 - t)) / D + (t**2 + 2 * t - 2) * t**3 / (6 * D**2))


F1 = 1.5 * quad(slope, np.log(lam) - 15, 0, points=[np.log(lam)], limit=300)[0]
assert abs(F1 - (np.log(1 / lam) - 3 / 8)) < 2e-3


def soft(z):
    k = np.exp(z)
    om2 = k**2 + lam**2
    return k**3 / om2**1.5 * (1 - k**2 / (3 * om2))


soft_log = 1.5 * quad(soft, np.log(lam) - 15, 0, points=[np.log(lam)], limit=300)[0]
assert abs(soft_log - (np.log(2 / lam) - 5 / 6)) < 1e-5

hyd = Basis(1.0)
eps_h = schrodinger_bethe(hyd, -1 / hyd.r, 1.0)[2]
bethe_h = np.log(2 * eps_h)
assert abs(bethe_h - 2.984129) < 0.01   # known hydrogen 1s Bethe logarithm

E_nr, dens_nr, eps, sum_rule = schrodinger_bethe(bs, V, m)
lap_nr = 4 * pi * Z * np.sum(w * dens_nr * nuc.rho(r))
assert abs(sum_rule / (lap_nr / 2) - 1) < 1e-3
lap = 4 * pi * Z * np.sum(w * dens * nuc.rho(r))
bracket = np.log(m * c**2 / (2 * eps)) + 5 / 6
E_SE = lap / (3 * pi * m**2 * c**3) * bracket
E_SE_nr = lap_nr / (3 * pi * m**2 * c**3) * bracket
assert E_U < 0 < E_SE and abs(E_U) > 5 * max(E_SE, E_SE_nr)

# cause of the ordering: muon pairs instead of electron pairs in the loop
E_loop_mu = vacuum_shift(m)
E_local = -lap / (15 * pi * m**2 * c**3)
assert abs(E_loop_mu / E_local - 1) < 0.1
assert abs(E_loop_mu) < E_SE

# size of the omitted recoil
M = A * sc.atomic_mass / sc.m_e
recoil = dirac_1s(bs, V, m * M / (m + M))[0] - E_fermi


def energy(label, value):
    print(f"{label}: {value * EV:.6g} eV")


def length(label, value):
    print(f"{label}: {value * ANG:.5g} angstrom")


print(f"nuclear charge Z: {Z}, mass number A: {A}")
print(f"muon/electron mass ratio: {m:.4f}")
print(f"Z*alpha: {Z * alpha:.5f}")
energy("muon rest energy", m * c**2)
length("nuclear rms radius (input)", rms)
length("skin thickness 90-10 % (input)", skin)
length("Fermi diffuseness a", a)
length("Fermi half-density radius b", b)
length("equivalent sphere radius R", R)
energy("1s point nucleus, closed formula", E_point)
energy("1s point nucleus, spline solver", E_point_num)
energy("1s Fermi nucleus, spline solver", E_fermi)
energy("1s Fermi nucleus, direct integration", E_shoot)
print(f"binding ratio Fermi/point: {ratio:.4f}")
for f, e in shrunk.items():
    energy(f"1s with nucleus shrunk by factor {f}", e)
energy("1s uniform sphere, Dirac", E_sphere)
energy("1s uniform sphere, Schrodinger", E_sphere_nr)
energy("oscillator upper bound, sphere", E_osc)
energy("potential at centre, Fermi", V0)
length("mean muon radius, point nucleus", r_point)
length("mean muon radius, Fermi nucleus", r_mean)
print(f"muon probability inside b: {inside:.4f}")
energy("mean potential energy <V>", V_mean)
length("electron pair range 1/(2c)", 1 / (2 * c))
length("effective distance d = Z/|<V>|", d)
print(f"Uehling logarithm at d: {log_U:.4f}")
energy("Uehling hand estimate", E_U_hand)
energy("Uehling shift, position space", E_U)
energy("Uehling shift, momentum space", E_U_q)
energy("Uehling shift, V_U in the Dirac equation", E_U_full)
print(f"hydrogen 1s Bethe logarithm: {bethe_h:.4f}")
energy("1s Fermi nucleus, Schrodinger", E_nr)
energy("Bethe mean energy, muonic lead", eps)
print(f"sum rule ratio (should be 1): {sum_rule / (lap_nr / 2):.6f}")
print(f"self-energy bracket: {bracket:.4f}")
energy("self-energy estimate, Dirac density", E_SE)
energy("self-energy estimate, Schrodinger density", E_SE_nr)
print(f"|Uehling|/self-energy: {abs(E_U) / E_SE:.2f}")
energy("vacuum shift with muon pairs", E_loop_mu)
energy("muon-pair shift, local formula", E_local)
energy("1s with Uehling and self-energy", E_fermi + E_U_full + E_SE)
energy("reduced-mass change (omitted)", recoil)
print("PASS")
```

It prints:

```
nuclear charge Z: 82, mass number A: 208
muon/electron mass ratio: 206.7683
Z*alpha: 0.59838
muon rest energy: 1.05658e+08 eV
nuclear rms radius (input): 5.5233e-05 angstrom
skin thickness 90-10 % (input): 2.3e-05 angstrom
Fermi diffuseness a: 5.2339e-06 angstrom
Fermi half-density radius b: 6.6735e-05 angstrom
equivalent sphere radius R: 7.1305e-05 angstrom
1s point nucleus, closed formula: -2.10038e+07 eV
1s point nucleus, spline solver: -2.10038e+07 eV
1s Fermi nucleus, spline solver: -1.05077e+07 eV
1s Fermi nucleus, direct integration: -1.05077e+07 eV
binding ratio Fermi/point: 0.5003
1s with nucleus shrunk by factor 0.5: -1.42426e+07 eV
1s with nucleus shrunk by factor 0.1: -1.97267e+07 eV
1s with nucleus shrunk by factor 0.01: -2.09599e+07 eV
1s uniform sphere, Dirac: -1.04605e+07 eV
1s uniform sphere, Schrodinger: -1.03954e+07 eV
oscillator upper bound, sphere: -8.40572e+06 eV
potential at centre, Fermi: -2.55274e+07 eV
mean muon radius, point nucleus: 4.0612e-05 angstrom
mean muon radius, Fermi nucleus: 8.2381e-05 angstrom
muon probability inside b: 0.3971
mean potential energy <V>: -1.57062e+07 eV
electron pair range 1/(2c): 0.0019308 angstrom
effective distance d = Z/|<V>|: 7.5179e-05 angstrom
Uehling logarithm at d: 2.5284
Uehling hand estimate: -61495.5 eV
Uehling shift, position space: -66872.2 eV
Uehling shift, momentum space: -66872.1 eV
Uehling shift, V_U in the Dirac equation: -66955.1 eV
hydrogen 1s Bethe logarithm: 2.9841
1s Fermi nucleus, Schrodinger: -1.04401e+07 eV
Bethe mean energy, muonic lead: 8.82834e+06 eV
sum rule ratio (should be 1): 0.999994
self-energy bracket: 2.6224
self-energy estimate, Dirac density: 3198.19 eV
self-energy estimate, Schrodinger density: 3126.19 eV
|Uehling|/self-energy: 20.91
vacuum shift with muon pairs: -236.632 eV
muon-pair shift, local formula: -243.91 eV
1s with Uehling and self-energy: -1.05715e+07 eV
reduced-mass change (omitted): 2760.89 eV
PASS
```
